# Element balances and exhaust flow of a dissociating plasma at fixed pressure: test program

```python
"""
Result under test: in a steady flowing plasma reactor the exhaust molar flow is
  F_out = (fed atoms of an element - atoms kept by walls) / (atoms per exhaust particle).
For a feed with fraction y of A2 (rest inert): F_out/F_in = 1 + y*alpha = 1/(1 - x_A/2),
alpha = fraction of fed A2 leaving as atoms, x_A = mole fraction of A in the exhaust.
At fixed pressure, with dissociation frequency k, atomic wall-loss frequency w and
tau0 = (gas content)/(feed flow):  y*alpha^2 + [1+(k+w)tau0]*alpha - k*tau0 = 0.
The formulas are compared with time integration of species balances under a
finite-gain pressure valve and with a random simulation of single particles.
Amounts are in micromoles, times in seconds.
"""
import random
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp


def run_reactor(feed, start, stoich, extents, target, t_end=6.0,
                gain=1e5, speed=None):
    """Integrate contents and cumulative exhaust; gain=0 means a fixed valve."""
    feed = np.asarray(feed, float)
    size = len(feed)
    speed = np.ones(size) if speed is None else np.asarray(speed, float)
    base = feed.sum() / target

    def outflow(content):
        valve = max(0.0, base + gain * (content.sum() / target - 1.0))
        return valve * speed * content

    def slope(_, state):
        content = state[:size]
        out = outflow(content)
        return np.concatenate((feed - out + stoich @ extents(content), out))

    state0 = np.concatenate((np.asarray(start, float), np.zeros(size)))
    sol = solve_ivp(slope, (0.0, t_end), state0, method="LSODA",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    content = sol.y[:size, -1]
    return content, outflow(content), sol.y[size:, -1]


def close(value, reference, tolerance):
    return abs(value - reference) <= tolerance * abs(reference)


def alpha_fixed_pressure(y, k, w, tau0):
    b = 1 + (k + w) * tau0
    return 2 * k * tau0 / (b + np.sqrt(b * b + 4 * y * k * tau0))


# Species order: A2, A, inert. Reactions: A2 -> 2A, 2A -> A2 at the wall.
stoich_a2 = np.array([[-1.0, 1.0], [2.0, -2.0], [0.0, 0.0]])


def extents_a2(k, w):
    return lambda n: np.array([k * n[0], 0.5 * w * n[1]])


volume, pressure, temperature = 0.020, 5.0, 500.0
f_in, y, k, w = 100.0, 0.8, 10.0, 5.0
content0 = 1e6 * pressure * volume / (const.R * temperature)
tau0 = content0 / f_in
feed = f_in * np.array([y, 0.0, 1 - y])
start = content0 * np.array([y, 0.0, 1 - y])

# Steady state at fixed pressure.
alpha = alpha_fixed_pressure(y, k, w, tau0)
ratio = 1 + y * alpha
tau = tau0 / ratio
x_atom = 2 * y * alpha / ratio
steady, out, expelled = run_reactor(feed, start, stoich_a2, extents_a2(k, w), content0)
f_out = out.sum()
x = out / f_out
# The valve's finite gain shifts the pressure by about 1e-5, hence 1e-4 below.
assert close(steady.sum(), content0, 1e-4)
assert close(f_out, f_in * ratio, 1e-4)
assert close(f_out, f_in / (1 - x[1] / 2), 1e-4)
assert close(f_out, f_in * (1 - y) / x[2], 1e-4)
assert close(x[1], x_atom, 1e-4)
assert close(out[1] / (2 * feed[0]), alpha, 1e-4)

# Excess of A atoms expelled while the reactor settles after plasma-on.
excess = 2 * expelled[0] + expelled[1] - 2 * feed[0] * 6.0
excess_formula = 2 * y * content0 * y * alpha / ratio
assert close(excess, excess_formula, 1e-3)

# Fixed valve, i.e. fixed pumping speed.
alpha_valve = k * tau0 / (1 + (k + w) * tau0)
content_v, out_v, _ = run_reactor(feed, start, stoich_a2, extents_a2(k, w),
                                  content0, gain=0.0)
pressure_valve = pressure * content_v.sum() / content0
assert close(out_v.sum(), f_in * (1 + y * alpha_valve), 1e-6)
assert close(pressure_valve, pressure * (1 + y * alpha_valve), 1e-6)
assert alpha_valve > alpha and out_v.sum() > f_out

# Other parameters, including almost complete dissociation.
for y_t, k_t, w_t in ((0.3, 3.0, 20.0), (1.0, 40.0, 1.0), (1.0, 2000.0, 0.0)):
    mix = np.array([y_t, 0.0, 1 - y_t])
    _, out_t, _ = run_reactor(f_in * mix, content0 * mix, stoich_a2,
                              extents_a2(k_t, w_t), content0)
    a_t = alpha_fixed_pressure(y_t, k_t, w_t, tau0)
    assert close(out_t.sum(), f_in * (1 + y_t * a_t), 1e-4)
    assert a_t < k_t * tau0 / (1 + (k_t + w_t) * tau0)
strong_ratio = out_t.sum() / f_in
assert 1.98 < strong_ratio < 2.0

# Exhaust just after switching: high gain, observed after 20 valve response times.
fast = 1e7
_, out_on, _ = run_reactor(feed, start, stoich_a2, extents_a2(k, w), content0,
                           t_end=20 / fast, gain=fast)
_, out_off, _ = run_reactor(feed, steady, stoich_a2, extents_a2(0.0, w), content0,
                            t_end=20 / fast, gain=fast)
assert close(out_on.sum(), f_in * (1 + y * k * tau0), 1e-3)
assert close(out_off.sum(), f_in * (1 - y * alpha * w * tau), 1e-3)
assert out_on.sum() > f_in * (1 + y)

# Selective pumping: atoms leave sqrt(2) times faster; inert as heavy as A2.
content_s, out_s, _ = run_reactor(feed, start, stoich_a2, extents_a2(k, w), content0,
                                  speed=[1.0, np.sqrt(2.0), 1.0])
x_exhaust = out_s[1] / out_s.sum()
x_reactor = content_s[1] / content_s.sum()
wrong_selective = f_in / (1 - x_reactor / 2)
assert close(out_s.sum(), f_in / (1 - x_exhaust / 2), 1e-4)
assert not close(wrong_selective, out_s.sum(), 0.01)

# Pump line: a second volume, no plasma, very fast recombination.
_, out_line, _ = run_reactor(out, start, stoich_a2, extents_a2(0.0, 1e5), content0)
assert close(out_line.sum(), f_in, 1e-3)


def particle_simulation(y, k_tau, w_tau, number=2000, warm=20000, count=200000):
    """Single random events; a random particle is ejected when number is exceeded."""
    draw = random.Random(7).random
    n2 = int(y * number)
    n1, inert = 0, number - n2
    fed = ejected = 0
    while fed < warm + count:
        split, join = k_tau * n2, 0.5 * w_tau * n1
        u = draw() * (number + split + join)
        if u < number:
            fed += 1
            if draw() < y:
                n2 += 1
            else:
                inert += 1
        elif u < number + split:
            n2 -= 1
            n1 += 2
        elif n1 >= 2:
            n1 -= 2
            n2 += 1
        while n2 + n1 + inert > number:
            v = draw() * (n2 + n1 + inert)
            if v < n2:
                n2 -= 1
            elif v < n2 + n1:
                n1 -= 1
            else:
                inert -= 1
            if fed > warm:
                ejected += 1
    return ejected / count


ratio_particles = particle_simulation(y, k * tau0, w * tau0)
assert close(ratio_particles, ratio, 0.01)  # statistical error is a few 0.1 percent

# Two elements. Species order: AB4, AB3, AB2, B, B2, and A bound in a film.
# Reactions: AB4->AB3+B, AB3->AB2+B, 2B->B2, AB3+B->AB4, AB2->A(film)+B2.
stoich_full = np.array([[-1, 0, 0, 1, 0],
                        [1, -1, 0, -1, 0],
                        [0, 1, 0, 0, -1],
                        [1, 1, -2, -1, 0],
                        [0, 0, 1, 0, 1],
                        [0, 0, 0, 0, 1]])
atoms = np.array([[1, 1, 1, 0, 0, 1], [4, 3, 2, 1, 2, 0]])
conserved = sp.Matrix(stoich_full.T.tolist()).nullspace()
stacked = sp.Matrix.vstack(*[v.T for v in conserved], sp.Matrix(atoms.tolist()))
assert len(conserved) == 2 and stacked.rank() == 2
assert np.linalg.matrix_rank(atoms) == 2

k1, k2, w_b, k_back, k_film = 10.0, 5.0, 5.0, 20.0, 4.0


def extents_ab4(film):
    return lambda n: np.array([k1 * n[0], k2 * n[1], 0.5 * w_b * n[3],
                               k_back * n[1] * n[3] / n.sum(), film * n[2]])


feed4 = np.array([f_in, 0, 0, 0, 0])
start4 = np.array([content0, 0, 0, 0, 0])
gas_atoms = atoms[:, :5]
_, out_n, _ = run_reactor(feed4, start4, stoich_full[:5], extents_ab4(0.0), content0)
mean_atoms = gas_atoms.sum(axis=0) @ out_n / out_n.sum()
assert close(out_n.sum(), f_in * 5 / mean_atoms, 1e-4)

content_f, out_f, _ = run_reactor(feed4, start4, stoich_full[:5],
                                  extents_ab4(k_film), content0)
x_f = out_f / out_f.sum()
a_per, b_per = gas_atoms @ x_f
flow_from_b = 4 * f_in / b_per
film_from_a = f_in - flow_from_b * a_per
wrong_from_a = f_in / a_per
assert close(flow_from_b, out_f.sum(), 1e-4)
assert close(film_from_a, k_film * content_f[2], 1e-3)
assert wrong_from_a > 1.05 * out_f.sum()

sccm = 1e6 * const.atm * 1e-6 / (const.R * const.zero_Celsius) / 60


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("A2 + INERT MODEL")
show("volume", volume * 1e3, "L")
show("pressure", pressure, "Pa")
show("gas temperature", temperature, "K")
show("feed flow", f_in, "umol/s")
show("A2 fraction of feed y", y)
show("dissociation frequency k", k, "1/s")
show("atomic wall-loss frequency w", w, "1/s")
show("gas content N", content0, "umol")
show("residence time without plasma tau0", tau0, "s")
show("k*tau0", k * tau0)
show("w*tau0", w * tau0)
show("b = 1+(k+w)*tau0", 1 + (k + w) * tau0)
show("alpha, formula", alpha)
show("F_out/F_in, formula", ratio)
show("F_out/F_in, particle simulation", ratio_particles)
show("F_out, integrated balances", f_out, "umol/s")
show("feed flow (0 C, 1 atm)", f_in / sccm, "sccm")
show("F_out (0 C, 1 atm)", f_out / sccm, "sccm")
show("exhaust mole fraction of A", x[1])
show("exhaust mole fraction of inert", x[2])
show("residence time with plasma", tau, "s")
rt_over_p = const.R * temperature / pressure * 1e-3
show("pumping speed without plasma", f_in * rt_over_p, "L/s")
show("pumping speed with plasma", f_out * rt_over_p, "L/s")
show("fixed valve: alpha", alpha_valve)
show("fixed valve: F_out", out_v.sum(), "umol/s")
show("fixed valve: pressure", pressure_valve, "Pa")
show("F_out just after plasma-on", out_on.sum(), "umol/s")
show("steady ceiling F_in*(1+y)", f_in * (1 + y), "umol/s")
show("F_out just after plasma-off", out_off.sum(), "umol/s")
show("excess A atoms expelled", excess, "umol")
show("pure A2, k=2000/s, w=0: F_out/F_in", strong_ratio)
show("selective pump: F_out", out_s.sum(), "umol/s")
show("selective pump: x_A in exhaust", x_exhaust)
show("selective pump: x_A in reactor", x_reactor)
show("selective pump: F_out misread from reactor", wrong_selective, "umol/s")
show("flow after recombination in pump line", out_line.sum(), "umol/s")
print("AB4 MODEL, same feed flow and gas content")
print(f"k1, k2, w_B, k_back, k_film: {k1:g}, {k2:g}, {w_b:g}, {k_back:g}, {k_film:g} 1/s")
show("no film: atoms per exhaust particle", mean_atoms)
show("no film: F_out", out_n.sum(), "umol/s")
for name, fraction in zip(("AB4", "AB3", "AB2", "B", "B2"), x_f):
    show(f"film: exhaust mole fraction of {name}", fraction)
show("film: A atoms per exhaust particle", a_per)
show("film: B atoms per exhaust particle", b_per)
show("film: F_out from B balance", flow_from_b, "umol/s")
show("film: F_out, integrated balances", out_f.sum(), "umol/s")
show("film: A deposition from A balance", film_from_a, "umol/s")
show("film: A deposition, wall rate", k_film * content_f[2], "umol/s")
show("film: F_out misread from A balance", wrong_from_a, "umol/s")
print("ALL CHECKS PASSED")
```

Output:

```
A2 + INERT MODEL
volume: 20 L
pressure: 5 Pa
gas temperature: 500 K
feed flow: 100 umol/s
A2 fraction of feed y: 0.8
dissociation frequency k: 10 1/s
atomic wall-loss frequency w: 5 1/s
gas content N: 24.05 umol
residence time without plasma tau0: 0.2405 s
k*tau0: 2.405
w*tau0: 1.203
b = 1+(k+w)*tau0: 4.608
alpha, formula: 0.4817
F_out/F_in, formula: 1.385
F_out/F_in, particle simulation: 1.384
F_out, integrated balances: 138.5 umol/s
feed flow (0 C, 1 atm): 134.5 sccm
F_out (0 C, 1 atm): 186.3 sccm
exhaust mole fraction of A: 0.5563
exhaust mole fraction of inert: 0.1444
residence time with plasma: 0.1736 s
pumping speed without plasma: 83.14 L/s
pumping speed with plasma: 115.2 L/s
fixed valve: alpha: 0.522
fixed valve: F_out: 141.8 umol/s
fixed valve: pressure: 7.088 Pa
F_out just after plasma-on: 292.4 umol/s
steady ceiling F_in*(1+y): 180 umol/s
F_out just after plasma-off: 66.54 umol/s
excess A atoms expelled: 10.71 umol
pure A2, k=2000/s, w=0: F_out/F_in: 1.996
selective pump: F_out: 143.4 umol/s
selective pump: x_A in exhaust: 0.6051
selective pump: x_A in reactor: 0.5201
selective pump: F_out misread from reactor: 135.1 umol/s
flow after recombination in pump line: 100 umol/s
AB4 MODEL, same feed flow and gas content
k1, k2, w_B, k_back, k_film: 10, 5, 5, 20, 4 1/s
no film: atoms per exhaust particle: 3.175
no film: F_out: 157.5 umol/s
film: exhaust mole fraction of AB4: 0.3101
film: exhaust mole fraction of AB3: 0.1843
film: exhaust mole fraction of AB2: 0.08736
film: exhaust mole fraction of B: 0.2641
film: exhaust mole fraction of B2: 0.1542
film: A atoms per exhaust particle: 0.5817
film: B atoms per exhaust particle: 2.54
film: F_out from B balance: 157.5 umol/s
film: F_out, integrated balances: 157.5 umol/s
film: A deposition from A balance: 8.406 umol/s
film: A deposition, wall rate: 8.406 umol/s
film: F_out misread from A balance: 171.9 umol/s
ALL CHECKS PASSED
```
